# Why a Finite-Difference Grid Shifts Energies and Transmission Peaks

**Q:** I simulate transmission through a quantum well with Green functions. With a grid spacing of 1 nm the peak sits at 14 meV; with 0.5 nm it sits at 32 meV. The device is the same. What has the grid changed?

**A:** It has changed the relation between energy and wavelength. Take one dimension, a constant effective mass $m$, a uniform spacing $a$, and a region of constant potential. Measure the kinetic energy $K$ from that potential. In the continuum, a wave $e^{ikx}$ has

$$K=Ck^2,\qquad C=\frac{\hbar^2}{2m}.$$

The grid replaces the second derivative at site $j$ by $(\psi_{j+1}-2\psi_j+\psi_{j-1})/a^2$. With $t=C/a^2=\hbar^2/(2ma^2)$, the kinetic term $-C\psi''$ becomes

$$t\,(2\psi_j-\psi_{j+1}-\psi_{j-1}).$$

For $\psi_j=e^{ikja}$ the neighbours are $e^{\pm ika}\psi_j$, so the grid kinetic energy is

$$K_g=t\,(2-e^{ika}-e^{-ika})=2t(1-\cos ka).$$

Adding $2\pi/a$ to $k$ changes no value on the grid, so $|k|\le\pi/a$ covers all waves. The energies run from 0 to $4t$, the top being the wave whose sign alternates from site to site.

To compare with the continuum, use $1-\cos ka=2\sin^2(ka/2)$ and $K=t(ka)^2=4t(ka/2)^2$:

$$\frac{K_g}{K}=\left[\frac{\sin(ka/2)}{ka/2}\right]^2\le 1 .$$

**Q:** Why is the grid energy too low, rather than sometimes too high?

**A:** The second difference is the true curvature averaged over the two neighbouring cells, with a triangular weight. To see this, integrate by parts on each side of $x$:

$$\int_0^a(a-s)\,\psi''(x+s)\,ds=-a\psi'(x)+\psi(x+a)-\psi(x),$$

$$\int_{-a}^0(a+s)\,\psi''(x+s)\,ds=a\psi'(x)-\psi(x)+\psi(x-a).$$

In the sum the first derivatives cancel. Dividing by $a^2$ gives

$$\frac{\psi(x+a)-2\psi(x)+\psi(x-a)}{a^2}=\int_{-a}^{a}\frac{a-|s|}{a^2}\,\psi''(x+s)\,ds .$$

The weight is positive and integrates to one, so this is a genuine average. For a plane wave the curvature oscillates with the wave, and averaging an oscillation weakens it. Less curvature means less kinetic energy. At $ka=\pi$ the grid retains $4/\pi^2$, or 41%, of the true value.

**Q:** The band ends at $4t$. Is it enough to keep my energies below that?

**A:** No. The limit applies in each region to the energy measured from the local potential, not just to the energy in the lead. In a well this energy is larger, and if it exceeds $4t$ the grid has no propagating wave there, even when the lead has one. Where a propagating wave does exist, its energy may still be inaccurate. For accuracy we need a bound on the error.

Let $x=ka/2$, with $0<x\le\pi/2$. Integrating $\cos x\le1$ from zero gives $\sin x\le x$. Integrating again gives $1-\cos x\le x^2/2$, and once more $x-\sin x\le x^3/6$. Therefore $\sin x/x\ge1-x^2/6$. The right side is positive here, so we may square:

$$\left(\frac{\sin x}{x}\right)^2\ge1-\frac{x^2}{3}+\frac{x^4}{36}\ge1-\frac{x^2}{3}.$$

Since $x^2/3=(ka)^2/12=K/(12t)$,

$$0\le K-K_g\le\frac{K^2}{12t}.$$

For small $ka$ the bound is also a good estimate, because expanding the cosine gives $K_g/K=1-(ka)^2/12+\dots$

A relative error of at most $\varepsilon$ is guaranteed by $ka\le\sqrt{12\varepsilon}$, which is the same as $K\le12\varepsilon t$. For 1% this means $K\le0.12\,t$, just 3% of the bandwidth, or about 18 cells per wavelength. For 0.1% it means about 57 cells.

For an absolute tolerance $\delta$, insert $t=C/a^2$ and require $K^2a^2/(12C)\le\delta$:

$$a\le\frac{\sqrt{12\,C\,\delta}}{K}.$$

This assumes that the resulting $ka$ is below $\pi$, as it is for any tolerance well below $K$.

**Q:** In transport I choose the energy, not the wave number. What is wrong then?

**A:** The wavelength and the velocity. Let $E$ be the energy above the band edge of a uniform lead. Solving $E=4t\sin^2(k_ga/2)$ gives

$$k_ga=2\arcsin u,\qquad u=\sqrt{E/4t},$$

whereas the true value is $ka=\sqrt{E/t}=2u$. From $u=\sin y\approx y-y^3/6$ follows $y\approx u+u^3/6$, so for small $E/t$

$$\frac{k_g}{k}\approx1+\frac{u^2}{6}=1+\frac{E}{24t}.$$

The grid wavelength is too short, and the phase error grows with distance. The velocity is

$$v_g=\frac1\hbar\frac{dE}{dk}=\frac{2ta}{\hbar}\sin k_ga=\frac{4ta}{\hbar}\,u\sqrt{1-u^2},$$

by the double-angle formula. Now $4tau=2a\sqrt t\,\sqrt E$ and $a\sqrt t=\sqrt C=\hbar/\sqrt{2m}$, hence

$$v_g=\sqrt{\frac{2E}{m}}\,\sqrt{1-\frac{E}{4t}} .$$

At $E=t$ the wave number is 4.7% too large and the velocity 13% too small.

**Q:** But I tested my code on a uniform wire and found $T=1$. Shouldn't a wrong velocity show up there?

**A:** It cancels. Consider how the leads enter. In the right lead the outgoing wave obeys $\psi_{N+1}=e^{ika}\psi_N$, where $k$ now denotes the grid value. The term $-t\psi_{N+1}$ in the equation for site $N$ is therefore $\Sigma\psi_N$, with

$$\Sigma=-te^{ika},\qquad \Gamma=-2\,\mathrm{Im}\,\Sigma=2t\sin ka=\frac{\hbar v_g}{a}.$$

On the left, a unit incident wave and a reflected wave give $\psi_1=1+r$ and

$$\psi_0=e^{-ika}+re^{ika}=e^{ika}\psi_1-2i\sin ka .$$

Thus $-t\psi_0=\Sigma\psi_1+i\Gamma$: the same self-energy plus a source $i\Gamma$ on site 1. With $H$ the Hamiltonian of the $N$ device sites and $G=(E-H-\Sigma_L-\Sigma_R)^{-1}$, where $\Sigma_L$ and $\Sigma_R$ place $\Sigma$ on sites 1 and $N$, we get $\psi_N=i\Gamma G_{N1}$. For identical leads the velocities are equal, so

$$T=|\psi_N|^2=\Gamma^2|G_{N1}|^2 .$$

In a uniform wire the grid plane wave solves the equation at every site, so nothing is reflected and $T=1$ for $0<E<4t$. Above $4t$ the leads have no propagating wave and $T=0$.

The current shows the cancellation. Right-moving states have density $1/(2\pi\hbar v_g)$ per length, energy and spin; multiplying by $v_g$ leaves $1/(2\pi\hbar)$. The density of states itself, counting both directions, is $1/(\pi\hbar v_g)$. At $E=t$ it is 15% too high even though $T=1$.

**Q:** So what happens in my well? It is 10 nm wide and 0.3 eV deep, with a mass of 0.1 electron masses.

**A:** There interference makes the wavelength visible. Let the well occupy sites $1,\dots,N$, with width $L=Na$ and potential $-V_0$. Inside,

$$\psi_j=Ae^{ij\theta}+Be^{-ij\theta},\qquad E=-V_0+2t(1-\cos\theta).$$

The equations at sites 1 to $N$ involve $\psi_0$ to $\psi_{N+1}$, so this form holds on all of those sites. Suppose $N\theta=n\pi$, with $n$ an integer and $0<n<N$, at an energy inside the lead band. (At $\theta=0$ or $\pi$ the two exponentials coincide and the form above is no longer the general solution.) Then $\psi_N=(-1)^n\psi_0$ and $\psi_{N+1}=(-1)^n\psi_1$. The outgoing condition $\psi_{N+1}=e^{ika}\psi_N$ becomes $\psi_1=e^{ika}\psi_0$, which is a purely incoming wave on the left. There is no reflection, and $T=1$.

The continuum argument is the same, with $\psi$ and $\psi'$ in place of the two neighbouring values. Both cases require the interior wave number $q=n\pi/L$. The well width fixes the wavelength at the peak, and the grid assigns that wavelength too low an energy.

Your peak is $n=3$. With $C=0.3810$ eV nm²,

$$K=0.3810\left(\frac{3\pi}{10}\right)^2=0.3384\ \text{eV},$$

so the true peak lies at $338.4-300=38.4$ meV. For $a=1$ nm, $t=0.3810$ eV and

$$K_g=2(0.3810)\,[1-\cos(0.3\pi)]=0.3141\ \text{eV},$$

which puts the peak at 14.1 meV. The Green function calculation finds:

| $a$ (nm) | Peak (meV) | Shift from true peak (meV) | $K^2/12t$ (meV) |
|---|---|---|---|
| 1.00 | 14.1 | −24.3 | 25.1 |
| 0.50 | 32.2 | −6.22 | 6.26 |
| 0.25 | 36.9 | −1.56 | 1.57 |

Halving $a$ reduces the shift about fourfold, because $1/t\propto a^2$.

The same error appears as phase if you hold the energy at the true peak. On the 1 nm grid the wave then gains

$$20\arcsin\sqrt{\frac{0.3384}{4(0.3810)}}-3\pi=0.39\ \text{rad}$$

too much across the well. This extra phase alone would lower $T$ from 1 to 0.80. The grid also strengthens the reflection at the well edges, and the result is $T=0.75$.

**Q:** The electron arrives with only 38 meV, while $4t$ is 1.5 eV. Why is the error so large?

**A:** Because 38 meV is its kinetic energy in the lead. Using that in the error formula would give

$$\frac{(0.0384)^2}{12(0.3810)}\ \text{eV}=0.32\ \text{meV},$$

far below the actual shift. The peak condition involves the wave inside the well, where the kinetic energy is 338 meV.

You can separate the two energies by making the well 0.2 eV deep. The true peak moves up to 138.4 meV, but the interior wavelength at the peak is unchanged. The 1 nm grid puts this peak at 114.1 meV: the shift is again −24.3 meV, although the lead energy is 100 meV higher.

**Q:** Then what spacing do I need to place this peak within 1 meV?

**A:** Use the interior kinetic energy in the spacing rule:

$$a\le\frac{\sqrt{12(0.3810)(0.001)}}{0.3384}\ \text{nm}=0.200\ \text{nm}.$$

Before rounding, the limit is 0.1998 nm, and $10/0.1998=50.05$, so take 51 cells. The Green function peak then lies 0.96 meV below the true one. The rule guarantees the tolerance; because it rests on a bound, it does not prove that every coarser grid fails. The numerical check below tests the dispersion, the lead self-energy and these peak positions by separate calculations.

**Q:** Can I use the same rule in any device?

**A:** As a guarantee it covers the kinetic energy of a propagating wave in a region of constant potential, with constant mass and this three-point formula. In a smoothly varying potential, the largest local kinetic energy is a sensible first guide, to be confirmed by refining the grid. Tunnelling regions, where $k$ is imaginary, need their own estimate.

Also check where the potential steps fall. Here $N$ cells represent the width correctly. If the represented width is wrong by one cell, then $K\propto1/L^2$ changes by a relative amount of about $2a/L$. That error falls only linearly with $a$, while the dispersion error falls as $a^2$. In your well it is already the larger one on the 1 nm grid: $2aK/L=0.2\times338$ meV $\approx68$ meV, against 24 meV.

## Computed values

```
Effective mass = 0.1 electron masses
hbar^2/2m = 0.380998 eV nm^2
Coarse grid: a = 1.0 nm, t = 0.3810 eV, 4t = 1.5240 eV
Grid/true energy at ka = pi: 0.4053
Fixed energy, ratios grid/true:
  E/t   wave number  velocity  density of states
  0.1   1.0042       0.9874    1.0127
  1.0   1.0472       0.8660    1.1547
  2.0   1.1107       0.7071    1.4142
  3.0   1.2092       0.5000    2.0000
Uniform wire, E/t = 3.9: T = 1.0000
Uniform wire, E/t = 4.1: T = 0.0000
Relative tolerance at fixed wave number:
  allowed  ka      cells/wavelength  K/t     actual error
  0.100    1.0954    5.74            1.2000  0.096085
  0.010    0.3464   18.14            0.1200  0.009960
  0.001    0.1095   57.36            0.0120  0.001000
Well: width 10.0 nm, depth 0.30 eV, resonance n = 3
True kinetic energy in well = 0.33843 eV
True resonance energy in lead = 38.427 meV
Green function peaks (energies in meV, t in eV):
  N    a/nm     t        peak     shift     K^2/12t
  10   1.0000    0.3810   14.106   -24.321   25.051
  20   0.5000    1.5240   32.211    -6.217    6.263
  40   0.2500    6.0960   36.864    -1.563    1.566
  51   0.1961    9.9098   37.465    -0.962    0.963
Misleading estimate from lead energy, a = 1 nm: 0.323 meV
Extra phase across well at true energy, a = 1 nm: 0.3891 rad
Continuum T at coarse-grid peak: 0.6326
Coarse-grid T at true peak: 0.7528
Tolerance = 1.0 meV: largest a = 0.19980 nm
Cells needed in well = 51
Depth 0.20 eV, a = 1 nm: true peak 138.427 meV
  grid peak 114.106 meV, shift -24.321 meV
```
